# Oxygen-Vacancy Barrier in Hafnia from a Measured Displacement

## Problem

An oxygen vacancy in a hafnia memory capacitor moves when a neighbouring oxygen ion jumps into it. Model the oxygen sites as a simple cubic lattice with spacing \(a=0.255\) nm, half of a rough pseudocubic cell edge of 0.51 nm. The vacancy can hop in six directions, each at the rate

\[
\Gamma=\nu e^{-E/kT},\qquad \nu=10^{13}\ \text{s}^{-1}.
\]

Here \(\nu\) counts attempts per second in each direction, \(E\) is the hop barrier, \(k\) is Boltzmann's constant and \(T\) is the temperature. After \(t=10\) s at \(T=600\) K, the rms displacement of the vacancies along one axis is \(x=10\) nm. These are round model values, not measured data.

Assume at first that the vacancies are independent, that all sites and barriers are equal, that successive hops are uncorrelated, and that there is no field and no nearby surface.

(a) Derive the relation between \(x\) and \(\Gamma\).

(b) Find \(E\).

(c) How does \(E\) change if 10 nm is the radial displacement, or if \(\nu\) is the total over six directions? How sensitive is it to the other inputs?

(d) Can the displacement be measured along the normal of a 10 nm film? How much do unequal barriers and quantum motion matter?

(e) Predict the rms displacement after ten years at 85 °C. How far can the prediction be trusted?

## Hints

1. Number the lattice planes along the chosen axis by \(n\). Hops along the other two axes leave \(n\) unchanged.
2. Write the rate equation for the probability \(p_n\), multiply it by \(n^2\), and sum over \(n\). Shift the summation index so that every term contains the same probability.
3. The barrier sits in an exponent. Find the rate first and take the logarithm afterwards.
4. For the film, ask how far apart two independent, uniformly distributed positions are.
5. For unequal barriers, drive a steady current through the chain and add the differences in probability.

## Solution

### (a) From hops to displacement

Plane \(n\) gains probability from its two neighbours and loses it by hops to either side:

\[
\frac{dp_n}{dt}=\Gamma\left(p_{n+1}+p_{n-1}-2p_n\right).
\]

Let the vacancy start at \(n=0\). Multiply by \(n\) and sum. In the first term set \(m=n+1\), and in the second set \(m=n-1\):

\[
\frac{d\langle n\rangle}{dt}
=\Gamma\sum_m p_m\left[(m-1)+(m+1)-2m\right]=0.
\]

The mean displacement therefore stays zero. The same index shifts with \(n^2\) give

\[
\frac{d\langle n^2\rangle}{dt}
=\Gamma\sum_m p_m\left[(m-1)^2+(m+1)^2-2m^2\right]
=2\Gamma\sum_m p_m=2\Gamma .
\]

The terms linear in \(m\) cancel, the squares cancel, and two units remain, one from each direction. Integrating from \(\langle n^2\rangle=0\) and multiplying by \(a^2\) gives

\[
x^2=a^2\langle n^2\rangle=2\Gamma a^2t .
\]

No continuum limit was taken, so within this model the relation holds at any time. Comparison with the one-axis diffusion law \(x^2=2Dt\) gives \(D=\Gamma a^2\). This is the diffusion coefficient of the vacancy. A labelled oxygen ion moves only when a vacancy reaches it, and needs a separate treatment.

### (b) The barrier

Solve for the rate:

\[
\Gamma=\frac{x^2}{2a^2t}
=\frac{(10\ \text{nm})^2}{2(0.255\ \text{nm})^2(10\ \text{s})}
=76.9\ \text{s}^{-1}.
\]

Dividing the rate law by \(\nu\) and taking the logarithm gives \(\ln(\Gamma/\nu)=-E/kT\), so

\[
E=kT\ln\frac{\nu}{\Gamma}
=kT\ln\frac{2\nu a^2t}{x^2}.
\]

At 600 K, \(kT=0.051704\) eV, and \(\ln(10^{13}/76.894)=25.591\). Hence

\[
E=(0.051704\ \text{eV})(25.591)=1.32\ \text{eV}
=2.12\times10^{-19}\ \text{J}.
\]

Along the axis the vacancy makes on average \(2\Gamma t=1538\) hops. Their total length is about 392 nm, yet the rms displacement is \(\sqrt{1538}\,a=10\) nm, because most forward hops are cancelled by backward ones. The diffusion coefficient is \(5.0\ \text{nm}^2/\text{s}\), or \(5.0\times10^{-14}\ \text{cm}^2/\text{s}\).

The result \(E/kT\approx26\) is consistent with treating the motion as rare, separate hops. If \(E/kT\) came out near one, the vacancy would not settle between hops and the rate law would lose its basis. An activation entropy, if present, multiplies the rate by a constant and belongs in \(\nu\); \(E\) is the energy in the exponent.

### (c) Conventions and sensitivity

The three axes are equivalent, so the radial mean square displacement is \(r^2=3x^2=6\Gamma a^2t\). If 10 nm is the radial value, the rate is three times smaller than found above, and the barrier is higher by

\[
kT\ln3=0.057\ \text{eV}.
\]

If instead \(10^{13}\ \text{s}^{-1}\) is shared among six directions, each direction has \(\nu/6\). The required \(\Gamma\) is unchanged, so the barrier changes by

\[
kT\ln\frac16=-0.093\ \text{eV}.
\]

For small changes of the inputs, differentiate \(E=kT\ln(2\nu a^2t/x^2)\):

\[
\delta E=kT\left(\frac{\delta\nu}{\nu}+\frac{\delta t}{t}
+2\frac{\delta a}{a}-2\frac{\delta x}{x}\right)
+E\frac{\delta T}{T}.
\]

The last term follows because the logarithm itself equals \(E/kT\). If the true temperature is 10 K higher, \(E\) rises by 0.022 eV. For large changes use the logarithm directly. Doubling \(x\) lowers \(E\) by \(2kT\ln2=0.072\) eV, and raising \(\nu\) tenfold raises \(E\) by \(kT\ln10=0.119\) eV.

The logarithm makes the barrier tolerant of poor data, but one temperature fixes only the combination \(\nu e^{-E/kT}\). Measurements at several temperatures can separate the two: if \(\nu\) and \(E\) are constant, a plot of \(\ln\Gamma\) against \(1/kT\) has slope \(-E\) and intercept \(\ln\nu\).

### (d) Film surfaces, unequal barriers and quantum motion

**Surfaces.** Take a film of \(N\) planes with reflecting surfaces and vacancies spread evenly at the start. After a long time the final plane \(j\) is independent of the initial plane \(i\), and both are uniformly distributed. A uniform distribution over \(N\) integers has variance \((N^2-1)/12\). The mean square difference of two independent values is twice the variance, so

\[
x_\infty^2=a^2\langle(i-j)^2\rangle=\frac{a^2(N^2-1)}{6}.
\]

For 40 planes, which span 9.9 nm, \(x_\infty=4.16\) nm. Solving the rate equations numerically with a matrix exponential, at the rate found in (b), gives 4.14 nm after 10 s, so the displacement has nearly saturated. An rms displacement of 10 nm along the normal is impossible under these conditions. The measured axis must lie in the film plane, or the sample must be much thicker.

The same calculation for 393 planes, spanning 100 nm, gives 9.45 nm instead of 10 nm. Using 9.45 nm in the unbounded formula would overestimate the barrier by

\[
2kT\ln\frac{10}{9.454}=0.006\ \text{eV}.
\]

**Unequal barriers.** Let the barriers along the axis alternate between \(\bar E+\Delta\) and \(\bar E-\Delta\), with equal site energies. The hop rates across successive bonds are then \(\Gamma_1\) and \(\Gamma_2\), each the same in both directions. A steady probability current \(J\) obeys

\[
p_0-p_1=\frac{J}{\Gamma_1},\qquad
p_1-p_2=\frac{J}{\Gamma_2}.
\]

Adding these gives \(p_0-p_2=J(1/\Gamma_1+1/\Gamma_2)\). A uniform chain with rate \(\Gamma_{\rm eff}\) would give \(2J/\Gamma_{\rm eff}\). Equating the two results,

\[
\frac1{\Gamma_{\rm eff}}
=\frac12\left(\frac1{\Gamma_1}+\frac1{\Gamma_2}\right)
=\frac{e^{\bar E/kT}}{\nu}\cosh\frac{\Delta}{kT}.
\]

The barrier inferred from long-time diffusion is therefore

\[
E=\bar E+kT\ln\cosh\frac{\Delta}{kT}.
\]

For \(\Delta=0.10\) eV it exceeds the mean barrier by 0.065 eV. When \(\Delta\gg kT\), \(\cosh(\Delta/kT)\approx\tfrac12e^{\Delta/kT}\), and \(E\) tends to \(\bar E+\Delta-kT\ln2\). The higher barrier then controls the motion, because on this one-dimensional path it cannot be avoided. On the cubic lattice the formula holds when the high barriers fill whole planes across the axis. If the pattern is staggered from row to row, the vacancy can go round the high barriers, and the inferred barrier can even fall below \(\bar E\).

**Quantum motion.** Treat the hop coordinate as a harmonic well of frequency \(\nu\), followed by a parabolic barrier of the same frequency. This equality is an assumption made to estimate the size of the effect. With \(w=h\nu/kT\), the partition function of the well is \(Z=1/[2\sinh(w/2)]\). Let \(s\) be the energy above the barrier top divided by \(kT\). The transmission probability is \(1/(1+e^{-2\pi s/w})\), and its thermal average is

\[
K=\int_{-\infty}^{\infty}\frac{e^{-s}\,ds}{1+e^{-2\pi s/w}}
=\frac{w/2}{\sin(w/2)},\qquad 0<w<2\pi .
\]

The lower limit is extended to \(-\infty\) because the barrier is high. The quantum rate is \((kT/hZ)Ke^{-E/kT}\). Divide it by the classical rate \(\nu e^{-E/kT}\), using \(kT/h\nu=1/w\):

\[
\frac{K}{wZ}=\frac{2\sinh(w/2)}{w}\,\frac{w/2}{\sin(w/2)}
=\frac{\sinh(w/2)}{\sin(w/2)} .
\]

Here \(w=0.80\) and the factor is 1.055. To reproduce the same observed rate, the barrier must be higher by \(kT\ln1.055=0.003\) eV. In this model, at 600 K, quantum motion matters far less than the uncertainty in \(\nu\).

### (e) Ten years at 85 °C

Let primes denote the conditions of use: \(T'=358.15\) K and \(t'=3.156\times10^8\) s. Divide \(x'^2=2\Gamma'a^2t'\) by \(x^2=2\Gamma a^2t\) and take the square root:

\[
x'=x\sqrt{\frac{t'}{t}}\,
\exp\left[-\frac E2\left(\frac1{kT'}-\frac1{kT}\right)\right].
\]

The longer time multiplies the displacement by about 5600. With \(E=1.323\) eV, the lower temperature multiplies it by about \(1.77\times10^{-4}\). The result is \(x'=9.9\) nm, so for these inputs ten years at 85 °C is nearly equivalent to ten seconds at 600 K.

This prediction depends on the assumed \(\nu\). If \(\nu\) is ten times larger, the 600 K measurement requires \(E=1.442\) eV, and the same extrapolation gives 4.6 nm. Both pairs of parameters fit the original measurement equally well. The test temperature matters too: if it was really 610 K the prediction falls to about 7 nm, and if it was 590 K it rises to about 14 nm. The prediction also assumes that the barrier, the charge state and the surroundings of the vacancy are unchanged on cooling. It applies to an unbounded direction, not to the normal of a thin film.

### Comparison with real capacitors

Ferroelectric hafnia films are often roughly 10 nm thick, are usually crystallized above 600 K, and switch at fields of roughly 1 MV/cm or more. An attempt rate of \(10^{13}\ \text{s}^{-1}\) has the usual order of magnitude of a lattice vibration. The barrier of 1.32 eV is an effective value for the stated inputs, not a material constant: real hafnia has several inequivalent oxygen jumps, and their barriers depend on the charge of the vacancy. Real devices also contain fields, dopants and grain boundaries. In the variations below, dopant traps move the inferred value by 0.15 eV, and a steady field along an unbounded measured axis moves it by 0.05 to 0.16 eV. The field case does not describe a thin capacitor directly. There the field lies along the film normal, where the surfaces keep the rms displacement below about 6 nm even with drift, and in this model a normal field leaves the in-plane hop rates unchanged. The local field at the ion can also differ from the applied field. Grain boundaries, interactions between vacancies and changes of charge state are not estimated here.

## Variation 1: a steady electric field

**Question.** The vacancy has charge \(+2e\), and a uniform local field \(F\) acts along the axis throughout the 10 s. The rms displacement from the starting point is still 10 nm. What is the zero-field barrier?

**Solution.** Put the saddle point midway between sites. The field lowers the forward barrier by \(2eFa/2\) and raises the backward barrier by the same amount. The two rates are \(\Gamma e^{u}\) and \(\Gamma e^{-u}\), with

\[
u=\frac{2eFa}{2kT}=\frac{eFa}{kT}.
\]

Forward and backward hops are independent Poisson processes. Their mean numbers subtract and their variances add. With \(A=2\Gamma t\),

\[
\langle n\rangle=A\sinh u,\qquad
\operatorname{var}(n)=A\cosh u,
\]

\[
\left(\frac xa\right)^2=A\cosh u+A^2\sinh^2u .
\]

The positive root of this quadratic is

\[
A=\frac{-\cosh u+\sqrt{\cosh^2u+4(x/a)^2\sinh^2u}}{2\sinh^2u},
\qquad E=kT\ln\frac{2\nu t}{A}.
\]

At 0.1 MV/cm, which is 0.01 V/nm, \(u=0.049\) and \(A\approx615\), so \(E=1.37\) eV. At 1 MV/cm, \(u=0.493\) and \(A\approx74\), so \(E=1.48\) eV. Drift carries the vacancy much of the way, fewer hops are needed, and the barrier must be higher.

To see when the field can be neglected, keep the zero-field rate and set the drift equal to the diffusive rms. For small \(u\), the drift is \(2\Gamma ta\,u=(x^2/a)(eFa/kT)=eFx^2/kT\). Setting this equal to \(x\) gives

\[
F=\frac{kT}{ex}=0.0052\ \text{V/nm}=0.052\ \text{MV/cm}.
\]

At this field the formula in (b) gives a barrier about 0.025 eV too low, so a smaller error requires a weaker field. The restriction is much weaker if the spread about the mean position is measured instead. The variance contains only \(A\cosh u\), and even at 1 MV/cm the correction to \(E\) is \(kT\ln\cosh u\approx0.006\) eV.

## Variation 2: dopants that trap vacancies

**Question.** One site in twenty lies beside a dopant and binds the vacancy by \(B=0.30\) eV. The saddle energies are unchanged and the field is zero. The vacancies are far fewer than the traps, so that they do not compete for them, and are in thermal equilibrium among the sites from the start. What is the barrier \(E_0\) for leaving an ordinary site?

**Solution.** Let \(B_i\) be the binding energy of site \(i\), zero for an ordinary site. The rate of leaving it in each direction is \(\Gamma_0e^{-B_i/kT}\), with \(\Gamma_0=\nu e^{-E_0/kT}\). Forward and backward hops from a given site are equally likely, so terms linear in the displacement cancel as in (a). The mean square displacement grows at \(2a^2\) times the average leaving rate. In equilibrium the occupation is proportional to \(e^{B_i/kT}\), which gives

\[
\Gamma=\frac{\sum_i e^{B_i/kT}\,\Gamma_0e^{-B_i/kT}}
{\sum_i e^{B_i/kT}}
=\frac{\Gamma_0}{S},\qquad
S=\frac{19+e^{B/kT}}{20}.
\]

At 600 K, \(e^{B/kT}\approx331\) and \(S=17.5\). The measured \(\Gamma\) is still \(76.9\ \text{s}^{-1}\), so \(\Gamma_0\) is 17.5 times larger, and

\[
E_0=1.323\ \text{eV}-kT\ln17.5
=1.323\ \text{eV}-0.148\ \text{eV}=1.18\ \text{eV}.
\]

The value of 1.32 eV inferred without traps is not the barrier of any single hop here. Nor is it the slope of an Arrhenius plot. With \(\beta=1/kT\), that slope gives the energy

\[
-\frac{d\ln\Gamma}{d\beta}
=E_0+\frac{d\ln S}{d\beta}
=E_0+B\,\frac{e^{\beta B}}{19+e^{\beta B}} .
\]

The last fraction is the probability of being trapped, \(331/350\approx0.95\), so near 600 K the slope energy is about 1.46 eV. If \(B\ll kT\), \(S\) tends to 1 and the traps have no effect. If they hold nearly all the vacancies, the slope energy approaches \(E_0+B\), the barrier for escape from a trap. An extrapolation to 85 °C must include the change of \(S\) with temperature. Here \(S\) grows from 17.5 to about 830, and the ten-year displacement of (e) falls from 9.9 nm to about 3.8 nm.
